\section*{Conservation and accuracy in finite-volume spin diffusion with spin pumping}

\section{A balanced budget with a wrong signal}

A Cu film of 10 nm and a Pt film of 6 nm lie on a precessing insulating magnet. With two finite-volume cells in each metal, the computed spin relaxation equals the injected spin to round-off, a relative gap of order $10^{-15}$. Yet the integral of the spin flux over Pt, which sets the electrical signal, is 7.7\% above its value on a mesh of 200 cells per layer. The scheme conserves spin on a mesh that does not resolve the solution. This section derives the scheme, shows why the two errors are unrelated, and obtains the 7.7\% from the discrete equations.

\section{The continuum problem}

Let $x$ point from the magnet into the metals, and let $\mu_\uparrow,\mu_\downarrow$ be the electrochemical potentials of the two spins, as energies. Define
\[
u=\frac{\mu_\uparrow-\mu_\downarrow}{e},\qquad j=e(J_\uparrow-J_\downarrow),
\]
where $J_s$ is a particle flux and $e>0$. Each spin carries half the conductivity $\sigma$, so $J_s=-(\sigma/2e^2)\,\mu_s'$ and
\begin{equation}
j=-\frac{\sigma}{2}u'. \label{flux}
\end{equation}
An electron carries $\pm\hbar/2$; the angular-momentum flux is therefore $(\hbar/2e)j$.

With $N$ states per energy and volume, both spins together, the spin density is $s=n_\uparrow-n_\downarrow=(N/2)eu$. It relaxes at the rate $s/\tau$. The Einstein relation $\sigma=e^2ND$ gives
\[
\frac{es}{\tau}=\frac{e^2Nu}{2\tau}=\frac{\sigma u}{2D\tau}=\frac{\sigma u}{2\lambda^2},\qquad \lambda^2=D\tau .
\]
In the steady state the divergence of the flux balances this loss:
\begin{equation}
j'=-\frac{\sigma}{2\lambda^2}u . \label{loss}
\end{equation}
Inserting \eqref{flux} gives $u''=u/\lambda^2$ in each layer. Transport is assumed diffusive, linear and one-dimensional, with isotropic spin relaxation.

\subsection{The pumped boundary}

An electron reflected from the insulator acquires the amplitude $r_\uparrow$ or $r_\downarrow$, of modulus one, for spin along or against the magnetization direction $\mathbf m$. With the Pauli vector $\mathbf p$, the reflection matrix of one channel is
\[
S=a+b\,\mathbf m\cdot\mathbf p,\qquad a=\tfrac12(r_\uparrow+r_\downarrow),\quad b=\tfrac12(r_\uparrow-r_\downarrow).
\]
If $\mathbf m$ turns slowly, an outgoing wave $S(t)e^{-iEt/\hbar}$ has its energy shifted by the matrix $i\hbar\dot SS^\dagger$. A channel carries $dE/h$ electrons per second, so the extra outgoing current matrix is $(i/2\pi)\dot SS^\dagger$. Since $\mathbf m\cdot\dot{\mathbf m}=0$, the product rule for Pauli matrices gives
\[
\dot SS^\dagger=b\,\dot{\mathbf m}\cdot\mathbf p\,(a^*+b^*\mathbf m\cdot\mathbf p)
=ba^*\dot{\mathbf m}\cdot\mathbf p+i|b|^2(\dot{\mathbf m}\times\mathbf m)\cdot\mathbf p .
\]
The emitted angular momentum is $\hbar/2$ times the trace with $\mathbf p$. The trace supplies a factor 2:
\[
\frac{\hbar}{2\pi}\left[\,|b|^2\,\mathbf m\times\dot{\mathbf m}+iba^*\dot{\mathbf m}\right],\qquad |b|^2=\tfrac12(1-\mathrm{Re}\,r_\uparrow r_\downarrow^*).
\]
The second term, from the imaginary mixing conductance, is dropped. For a single channel it need not be small; dropping it assumes that it nearly cancels in the sum over channels. Its effect on the dc flux in the bilayer below grows quadratically at first: 0.25\% if it is a tenth of the real part, 2\% if it is 0.3. Summed over channels per area, with $g=\sum(1-\mathrm{Re}\,r_\uparrow r_\downarrow^*)$, the first is $(\hbar g/4\pi)\,\mathbf m\times\dot{\mathbf m}$.

Accumulated spin also flows back. An accumulation $\mu_s=eu$ along $\mathbf n\perp\mathbf m$ sends in the current matrix $\mu_s\mathbf n\cdot\mathbf p/2h$. Reflection turns the spin about $\mathbf m$ by the phase difference of $r_\uparrow$ and $r_\downarrow$, leaving the fraction $\mathrm{Re}\,r_\uparrow r_\downarrow^*$ along $\mathbf n$. The magnet absorbs $(\hbar/2)(\mu_s/h)g=g\mu_s/4\pi$ along $\mathbf n$. The component turned toward $\mathbf m\times\mathbf n$ belongs to the imaginary part and is dropped with it.

The metal responds isotropically, and here quasi-statically, so its accumulation stays parallel to $\mathbf m\times\dot{\mathbf m}$, hence normal to $\mathbf m$, and the backflow law applies to the whole vector. For circular precession at frequency $f=\omega/2\pi$ and cone angle $\theta$, the component of $\mathbf m\times\dot{\mathbf m}$ along the precession axis is $\omega\sin^2\theta$. Multiplying by $2e/\hbar$ converts to units of $j$:
\begin{equation}
j(0)=egf\sin^2\theta-\frac{e^2g}{h}u(0)=G_r[u_p-u(0)], \label{inlet}
\end{equation}
\[
G_r=\frac{e^2g}{h},\qquad u_p=\frac{hf}{e}\sin^2\theta .
\]
From here on $u$ and $j$ denote this dc component. The outer surface is sealed, $j=0$.

\subsection{Uniform layers and stacks}

In one sealed layer of thickness $d$, the solution with $u'(d)=0$ is
\begin{equation}
u=u(0)\frac{\cosh[(d-x)/\lambda]}{\cosh(d/\lambda)},\qquad
j=\frac{\sigma u(0)}{2\lambda}\frac{\sinh[(d-x)/\lambda]}{\cosh(d/\lambda)}. \label{profile}
\end{equation}
The input admittance $Y=j(0)/u(0)$ and the flux integral follow:
\begin{equation}
Y=\frac{\sigma}{2\lambda}\tanh\frac d\lambda,\qquad
\int_0^d j\,dx=j(0)\lambda\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}=j(0)\lambda\tanh\frac{d}{2\lambda}. \label{integral}
\end{equation}
For $d\ll\lambda$, $Y\to\sigma d/2\lambda^2$: the whole layer relaxes at one accumulation. For $d\gg\lambda$, $Y\to\sigma/2\lambda$, and extra thickness adds no relaxation.

If the right face instead feeds an admittance $Y_R$, write $Y_0=\sigma/2\lambda$ and $z=(d-x)/\lambda$. Then
\[
u=u(d)\left[\cosh z+\frac{Y_R}{Y_0}\sinh z\right],\qquad
j=u(d)\left[Y_0\sinh z+Y_R\cosh z\right].
\]
Their ratio at $x=0$, divided through by $\cosh(d/\lambda)$, is
\begin{equation}
Y=Y_0\frac{Y_R+Y_0\tanh(d/\lambda)}{Y_0+Y_R\tanh(d/\lambda)}. \label{stack}
\end{equation}
A spin-conserving contact of area resistance $A_R$ offers $2A_R$ to each spin, so $u$ drops by $2A_Rj$ and $1/Y$ grows by $2A_R$. Working from the sealed face to the magnet gives $j(0)=u_p/(1/G_r+1/Y)$.

\section{The finite-volume algorithm}

Divide the stack into cells of width $w_i$ whose faces coincide with the material boundaries. Integrating \eqref{loss} over a cell, with the midpoint value $u_i$ for the average, gives
\begin{equation}
F_{i+1/2}-F_{i-1/2}+R_iu_i=0,\qquad R_i=\frac{w_i\sigma_i}{2\lambda_i^2}. \label{cell}
\end{equation}
Across half a cell, $u$ drops by $F(w_i/2)/(\sigma_i/2)=Fw_i/\sigma_i$. Adding the drops in series,
\[
F_{i+1/2}=K_i(u_i-u_{i+1}),\qquad
\frac1{K_i}=\frac{w_i}{\sigma_i}+2A_R+\frac{w_{i+1}}{\sigma_{i+1}},
\]
with $A_R=0$ except at a contact. The inlet flux is $F_{1/2}=K_0(u_p-u_1)$ with $1/K_0=1/G_r+w_1/\sigma_1$; at the sealed face $F_{M+1/2}=0$, where $M$ is the total number of cells.

With $K_M=0$, the system has diagonal $D_i=R_i+K_{i-1}+K_i$, off-diagonals $-K_i$, and source $b_1=K_0u_p$, $b_{i>1}=0$. Elimination starts from $D_1'=D_1$, $b_1'=b_1$ and proceeds for $i=2,\dots,M$:
\[
D_i'=D_i-\frac{K_{i-1}^2}{D_{i-1}'},\qquad b_i'=b_i+\frac{K_{i-1}b_{i-1}'}{D_{i-1}'} .
\]
Then $u_M=b_M'/D_M'$ and $u_i=(b_i'+K_iu_{i+1})/D_i'$ going back. No pivot vanishes: $D_1'>K_1$, and if $D_{i-1}'>K_{i-1}$, then $D_i'>D_i-K_{i-1}=R_i+K_i>K_i$. The cost is proportional to $M$.

\subsection{Why the budget closes}

Summing \eqref{cell} over all cells, each interior flux appears once with each sign, and
\begin{equation}
F_{1/2}=\sum_iR_iu_i . \label{budget}
\end{equation}
The identity needs shared face fluxes, not small cells. As a contrast, set $A_R=0$ and let each cell compute both its face fluxes from its own $\sigma_i/2w_i$. With equal cell numbers in the two layers, the flux leaving Cu exceeds the flux entering Pt by the factor $(4\times10^7/10)/(5\times10^6/6)=4.8$, using the conductivities given below. If all relaxation were in Pt, the relaxed fraction would be $1/4.8=0.208$. The computed value with 32 cells per layer is 0.209, the excess being relaxation in Cu. Refining both layers together leaves the factor 4.8 unchanged.

Round-off limits \eqref{budget}. With 200 cells per layer, $K=4\times10^{17}$ S/m$^2$ inside Cu. Forming the diagonal in double precision can misplace it by up to about 96 S/m$^2$, and the error repeats from cell to cell. At $u\approx6$ nV, 200 such errors add to $1.2\times10^{-4}$ A/m$^2$, or $9\times10^{-11}$ of the injected flux. The observed gap is $5$ to $7\times10^{-11}$, depending on the order of operations in the solver. Because $K$ grows as $1/w$, refinement tends to worsen the budget (the gap is $1$ to $4\times10^{-10}$ at 800 cells per layer), while it improves the solution.

\section{Error analysis for a uniform layer}

With constant $w$, \eqref{cell} becomes
\[
u_{i-1}-2u_i+u_{i+1}=\frac{w^2}{\lambda^2}u_i .
\]
Try $u_i=\cosh[\kappa(d-x_i)]$. Since $u_{i-1}+u_{i+1}=2\cosh(\kappa w)\,u_i$, the equation requires $2\cosh(\kappa w)-2=4\sinh^2(\kappa w/2)=w^2/\lambda^2$, or
\begin{equation}
2\sinh\frac{\kappa w}{2}=\frac w\lambda,\qquad
\kappa\lambda=1-\frac{w^2}{24\lambda^2}+O(w^4). \label{kappa}
\end{equation}
The function is even about $x=d$, so a mirror cell beyond the wall has the value $u_M$ and the wall flux vanishes. The discrete profile is a hyperbolic cosine with a slightly long decay length.

The flux at a face $x$ is
\[
F=\frac{\sigma}{2w}\left[\cosh\kappa(d-x+\tfrac w2)-\cosh\kappa(d-x-\tfrac w2)\right]
=\frac{\sigma}{w}\sinh\frac{\kappa w}{2}\sinh\kappa(d-x),
\]
which equals $(\sigma/2\lambda)\sinh\kappa(d-x)$ by \eqref{kappa}. The balance of the first cell extends this form to $x=0$. The surface value is $u_1$ plus the half-cell drop $F_{1/2}w/\sigma=\sinh(\kappa w/2)\sinh\kappa d$:
\[
\cosh\kappa(d-\tfrac w2)+\sinh\frac{\kappa w}{2}\sinh\kappa d=\cosh\kappa d\,\cosh\frac{\kappa w}{2}.
\]
Hence the mesh has the admittance
\begin{equation}
Y_w=\frac{\sigma}{2\lambda}\frac{\tanh\kappa d}{\cosh(\kappa w/2)}
\simeq Y\left\{1-\frac{w^2}{8\lambda^2}\left[1+\frac{2d/3\lambda}{\sinh(2d/\lambda)}\right]\right\}. \label{yw}
\end{equation}
The 1 in the bracket comes from $\cosh(\kappa w/2)\simeq1+w^2/8\lambda^2$. The other term comes from the shift of $\kappa$, because the relative change of $\tanh y$ is $2\,\delta y/\sinh2y$.

For 6 nm of Pt with $\lambda=3$ nm and 8 cells, $w/\lambda=0.25$. Expansion \eqref{yw} gives $Y_w/Y=0.9918$; the computed ratio is 0.9919. A thick layer needs $w\le\lambda\sqrt{8\epsilon}$ for a relative admittance error $\epsilon$. For $\epsilon=10^{-3}$ this is $0.09\lambda$, or 0.27 nm in Pt.

The profile converges at the same order. With Pt directly on the pumped boundary, the root-mean-square deviation from \eqref{profile}, relative to $u(0)$, is $3.41\times10^{-4}$, $8.56\times10^{-5}$ and $2.14\times10^{-5}$ for 12, 24 and 48 cells. The observed orders are 1.99 and 2.00.

\subsection{The error of 7.7\%}

The signal uses the trapezoid sum $T$ of the face fluxes. Multiply each $\sinh\kappa y$, $y=d-x$, by $2\sinh(\kappa w/2)$, which makes it a difference of cosines hyperbolic. The interior faces, $y=w,\dots,d-w$, telescope to $\cosh\kappa(d-\frac w2)-\cosh(\kappa w/2)$. Half the inlet term adds $\sinh(\kappa w/2)\sinh\kappa d$. The total is $\cosh(\kappa w/2)(\cosh\kappa d-1)$, so
\begin{equation}
\frac{T}{F_{1/2}}=\frac{w\cosh(\kappa w/2)}{2\sinh(\kappa w/2)}\,\frac{\cosh\kappa d-1}{\sinh\kappa d}
=\lambda\cosh\frac{\kappa w}{2}\tanh\frac{\kappa d}{2}. \label{trap}
\end{equation}
Here $F_{1/2}$ is the flux entering this layer.

Two cells in Pt have $w=\lambda$, hence $\sinh(\kappa w/2)=1/2$, $\cosh(\kappa w/2)=1.118$ and $\kappa d=1.925$. Equation \eqref{trap} gives $0.833\lambda$, against $\lambda\tanh1=0.762\lambda$: an excess of 9.4\%. The mesh also admits less flux. By \eqref{yw}, $1/Y_w$ is $1.400$ instead of $1.245$, in units of $10^{-15}\ \Omega\,$m$^2$, within an overall $u_p/j(0)$ of 9.863. This lowers the flux by about 1.5\%. The product $1.094\times0.9845=1.077$ is the observed error.

With 8 and 32 cells per layer the errors are $0.53\%$ and $0.033\%$, a factor of 16 for a fourfold refinement. The budget closes to better than $10^{-12}$ on both meshes and detects neither error.

\section{The bilayer in numbers}

The rough inputs are $f=10$ GHz, $\theta=1^\circ$ and $g=5\times10^{18}$ m$^{-2}$. Cu has $\sigma=4\times10^7$ S/m and $\lambda=300$ nm; Pt has $5\times10^6$ S/m and 3 nm. The contact has $A_R=1.5$ f$\Omega\,$m$^2$. Then $hf/e=41.36\ \mu$V, $u_p=12.60$ nV and $G_r=1.937\times10^{14}$ S/m$^2$.

If relaxation in Cu is ignored, the resistances add in series, in units of $10^{-15}\ \Omega\,$m$^2$:
\[
\frac1{G_r}+\frac{2d_{\rm Cu}}{\sigma_{\rm Cu}}+2A_R+\frac1{Y_{\rm Pt}}
=5.163+0.500+3.000+1.245=9.908 .
\]
This predicts $j(0)=1.271\times10^6$ A/m$^2$. The full recursion \eqref{stack} gives $1.277\times10^6$ A/m$^2$, or $4.20\times10^{-10}$ J/m$^2$ of angular momentum. The solver with 200 cells per layer and direct integration of \eqref{flux} and \eqref{loss} agree with it to within 2 parts in $10^6$. Backflow returns $u(0)/u_p=6.003/12.597=48\%$ of the pumped flux.

Spline integration of the computed $u$ gives a relaxation that matches $G_r[u_p-u(0)]$ to $4\times10^{-6}$, which tests the budget without using the cell sums. Cu takes 1\% of the spin, Pt the rest. At the contact $u$ falls from 5.37 to 1.57 nV.

The inverse spin Hall effect converts spin flux to charge current density with ratio $\theta_{\rm SH}$, taken as 0.1. By \eqref{integral}, the integral over Pt is $1.265\times10^6\times3\times10^{-9}\times0.762=2.89\times10^{-3}$ A/m, so the sheet current is 289 $\mu$A/m. In open circuit, conduction through both metals cancels it. Their sheet conductance is $0.40+0.03=0.43$ S, and the field is
\[
E=\frac{289\ \mu{\rm A/m}}{0.43\ {\rm S}}=0.67\ \mu{\rm V/mm}=6.7\times10^{-4}\ {\rm V/m}.
\]
Cu carries 93\% of the return current. The sign of $E$ depends on the direction of the static magnetic field and on the sign of $\theta_{\rm SH}$.

\section{What the model leaves out}

The parameters resemble yttrium iron garnet/Cu/Pt at room temperature. The Cu conductivity is high for so thin a film, and $\lambda$ and $\theta_{\rm SH}$ of Pt vary widely between samples and methods of analysis. Real Cu/Pt contacts also relax spin. Replace the contact by a thin layer with the same $A_R$ and a thickness of $\delta=0.9$ of its own diffusion lengths, a rough value. The extra sink raises the injected flux by 16\%, but 45\% of that flux is lost in the contact and the field falls to 0.64 of its former value. These figures are sensitive to the rough $A_R$: with half the value, 0.75 f$\Omega\,$m$^2$, the lossless field is 0.79 $\mu$V/mm, 54\% of the flux is lost in the contact, and the factor is 0.53.

An in-plane magnetized film precesses elliptically. Let $x$ here lie in the plane, $y$ along the film normal, and let $B$ be the static field. With gyromagnetic ratio $\gamma$, small motion obeys
\[
\dot m_x=-\gamma(B+\mu_0M)m_y,\qquad \dot m_y=\gamma Bm_x .
\]
The amplitude ratio is $\gamma B/\omega=\sqrt{B/(B+\mu_0M)}$, and the mean of $m_x\dot m_y-m_y\dot m_x$ is $\omega$ times the product of amplitudes. For $\mu_0M=0.18$ T, resonance at 10 GHz needs 0.278 T, and pumping falls to 0.78 at fixed in-plane amplitude. The problem is linear in $u_p$, so the two corrections multiply: $0.64\times0.78=0.50$, leaving about 0.34 $\mu$V/mm. This figure keeps the in-plane conductivity of Cu at $4\times10^7$ S/m. Since Cu carries most of the return current, $E$ is nearly inversely proportional to it. Fully diffuse surface scattering in a 10 nm film gives about $2\times10^7$ S/m in the Fuchs model and raises $E$ by a factor of 1.7 to 2.

Diffusion itself is marginal. With rough densities of states and Fermi speeds $v$, the mean free path $l=3D/v$ is 26 nm in Cu, longer than the film, and 1.6 nm in Pt. Removing the bulk resistance of Cu at fixed relaxation raises the injected flux by 5\%. The boundary law \eqref{inlet} also equates the accumulation of the electrons arriving at the magnet with the diffusive $u(0)$, which averages arriving and departing ones. In a thick metal with $N_c$ channels per area, $1/G_r$ is replaced by roughly $1/G_r-h/2e^2N_c$. For Cu, $N_c=3\sigma h/8e^2l=1.5\times10^{19}$ m$^{-2}$; the resistance 5.16 falls to 4.3--4.4 in the units above and the flux rises by 8 to 10\%, unless $g$ is read as an effective value that already contains this shift. For Pt, take one speed and isotropic scattering, with a fraction $c=1-l^2/3\lambda^2$ of collisions conserving spin and the rest randomizing it, so that $c$ is the share of the polarization that survives a collision. A distribution decaying over a length $L$ varies with direction cosine $\eta$ as $1/(1-\eta l/L)$, and self-consistency requires
\[
1=\frac c2\int_{-1}^{1}\frac{d\eta}{1-\eta l/L}=\frac{cL}{l}\,\mathrm{artanh}\frac lL .
\]
The root is $L=3.11$ nm, 4\% above $\lambda$. The shift grows quickly with the poorly known $l$: it is 16\% for $l=3$ nm and 35\% for $l=4$ nm. Kinetic layers at the interfaces are not included in this estimate and may matter more in a film only four mean free paths thick.

The quasi-static assumption is safer. At frequency $\omega$ the stored spin adds $i\omega es=i\omega\tau\,\sigma u/2\lambda^2$ to the loss, so $1/\lambda^2$ becomes $(1+i\omega\tau)/\lambda^2$. Although $\omega\tau=0.41$ in Cu, the complex amplitude of the rotating flux changes by only 0.2\%, because spin leaves Cu through its faces long before it relaxes there. This change is almost entirely a phase shift. The flux at the magnet is normal to $\mathbf m$, so at small cone angle its dc component follows the in-phase part of the rotating one, and it changes by only $5\times10^{-6}$. Precession of the accumulated spins in the static field is also omitted. It has the same sense as that of the magnetization. With $r=\gamma B/\omega=0.78$, the elliptic motion splits into a co-rotating part of amplitude $(1+r)/2$, for which $\omega$ is replaced by $(1-r)\omega$, and a counter-rotating part of amplitude $(1-r)/2$, for which it is replaced by $(1+r)\omega$. The two parts enter the dc flux with opposite signs, and their corrections, quadratic in frequency, cancel at leading order, leaving a change below $10^{-9}$. The field $E$ drives a spin Hall flux of $\theta_{\rm SH}\sigma_{\rm Pt}E$, which is 0.03\% of the flux entering Pt. Converted back to charge current it changes $E$ by 0.02 to 0.05\%, depending on whether $\theta_{\rm SH}$ is referred to the total spin flux or to its gradient part; this is comparable to the error of the 32-cell mesh.

The corrections for contact loss, elliptic precession, the in-plane conductivity of Cu and finite mean free path far exceed the 0.033\% discretization error of the 32-cell mesh. The remaining digits in the numerical output measure the solver, not the device.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values)
frequency 10.0 GHz, cone angle 1.0 deg
mixing conductance g = 5.00e+18 1/m2
Cu: d 10.0 nm, lam 300 nm, sigma 4.00e+07 S/m
Pt: d 6.0 nm, lam 3.0 nm, sigma 5.00e+06 S/m
density of states: Cu 1.80e+28, Pt 1.20e+29 1/(eV m3)
Fermi speed: Cu 1.60e+06, Pt 5.00e+05 m/s
Cu/Pt contact AR = 1.50 fOhm m2; spin Hall angle 0.10
PUMPED BOUNDARY
h f/e = 41.357 uV; drive u_p = 12.597 nV
G_r = 1.9370e+14 S/m2; flux without backflow = 2.4400e+06 A/m2
UNIFORM Pt LAYER
admittance Y = 8.0336e+14 S/m2; u(0) = 2.4472 nV
 12 cells: rms profile error / u(0) = 3.405e-04
 24 cells: rms profile error / u(0) = 8.560e-05
 48 cells: rms profile error / u(0) = 2.143e-05
observed orders: 1.992, 1.998
8 cells: kappa*lam = 0.997414, Y_mesh/Y = 0.991900
BILAYER, 200 cells per layer
injected flux: solver 1.277185e+06 A/m2
injected flux: closed form 1.277187e+06 A/m2
injected flux: ODE integration 1.277187e+06 A/m2
angular-momentum flux = 4.2033e-10 J/m2
backflow share of pumped flux = 47.66 %
u at inlet 6.0031 nV, Cu side of contact 5.3678 nV
u at Pt side 1.5741 nV, last Pt cell 0.4184 nV
relaxed in Cu 1.2633e+04 A/m2, in Pt 1.2646e+06 A/m2
share relaxed in Cu = 0.989 %
balance gap: cell sum 4.8e-11
balance gap: spline quadrature 4.1e-06
MESH TEST (balance gap; error of flux integral in Pt)
  2 cells per layer: 6.7e-16; +7.720 %
  8 cells per layer: 4.2e-14; +0.530 %
 32 cells per layer: 3.6e-13; +0.033 %
unshared face fluxes: relaxed/injected = 0.2092
CONVERSION
flux integral in Pt = 2.8893e-03 A/m
sheet charge current = 288.93 uA/m
sheet conductance = 0.4300 S
open-circuit field = 0.6719 uV/mm = 6.7192e-04 V/m
NEGLECTED EFFECTS
contact spin-loss parameter = 0.90 (rough)
with it: injected flux x 1.1594, field x 0.6402
with it: share of spin lost in contact = 44.64 %
mu0*M = 0.18 T (rough), resonance field = 0.2784 T
elliptic precession: pumping x 0.7793, axis ratio 0.7793
mean free path: Cu 26.0 nm, Pt 1.56 nm
kinetic decay length in Pt = 3.114 nm
Cu bulk resistance removed: injected flux x 1.0528
omega*tau: Cu 0.408, Pt 0.00217
finite frequency: relative change of flux = 0.198 %
spin Hall back-action / Pt spin flux = 0.0266 %
\end{verbatim}
